\section*{High-frequency gate admittance of a MOS channel grounded at both ends}

\section*{Question}

I am stuck on this exercise. A MOS transistor is held in strong inversion with source and drain both grounded, so no dc current flows. A small ac voltage is applied to the gate. I am asked to show that ``well above the diffusion rate of the channel'' the gate admittance has a phase of $45^\circ$ and grows as the square root of frequency.

My first model was a capacitor, which gives $90^\circ$ and growth proportional to $\omega$. I then put the channel resistance in series with it, but at high frequency that gives $0^\circ$ and a constant admittance. Neither is what I need. I also do not see which diffusion rate is meant, since the current in strong inversion is mostly drift. Finally, would a real transistor show this behaviour, or do its other capacitances and resistances hide it?

\section*{Answer}

Both of your circuits use one capacitor for the whole channel. Charge has to enter from the two ends, and at high frequency it does not reach the middle within a cycle. The channel must therefore be treated as a distributed line.

\subsection*{The equation for the channel charge}

Let the channel run from $x=0$ to $x=L$, with width $W$. Let $V(x,t)$ be the electron quasi-Fermi potential, which is zero at the grounded ends, and define the local overdrive
\begin{equation}
u(x,t)=V_G(t)-V_T-V(x,t).
\end{equation}
I assume that the inversion charge per area is $-Cu$, with a constant gate-to-channel capacitance $C$ per area, that the mobility $\mu$ is constant, and that the charge varies slowly along $x$ compared with the insulator thickness (the gradual-channel approximation). Coupling to the body is left out for now.

The conventional current per unit width is the sheet conductance $\mu Cu$ times $-\partial V/\partial x$. The gate potential does not depend on $x$, so $-\partial V/\partial x=\partial u/\partial x$ and
\begin{equation}
J=\mu C\,u\,\frac{\partial u}{\partial x}.
\end{equation}
Charge conservation, $\partial(-Cu)/\partial t+\partial J/\partial x=0$, then gives
\begin{equation}
\frac{\partial u}{\partial t}
=\mu\frac{\partial}{\partial x}\left(u\frac{\partial u}{\partial x}\right)
=\frac{\mu}{2}\frac{\partial^2 u^2}{\partial x^2}.
\label{eq:nonlinear}
\end{equation}

Now write $u=V_{ov}+\mathrm{Re}\,[u_1(x)e^{i\omega t}]$, where $V_{ov}$ is the dc overdrive and the gate signal is $\mathrm{Re}\,[v_g e^{i\omega t}]$ with $|v_g|\ll V_{ov}$. To first order $u^2$ varies by $2V_{ov}u_1$, so
\begin{equation}
i\omega u_1=D\,u_1'',\qquad D=\mu V_{ov}=\frac{\sigma}{C},\qquad \sigma=\mu CV_{ov}.
\end{equation}
This is a diffusion equation although the current is mainly drift. A local excess of charge changes the potential, and the resulting field spreads the excess out. The coefficient is $\mu V_{ov}$, not the thermal value $\mu k_BT/e$ of a dilute electron gas.

\subsection*{Solution and gate current}

At both ends $V=0$ at all times, so $u_1(0)=u_1(L)=v_g$. With $k^2=i\omega/D$ and $\mathrm{Re}\,k>0$, the solution symmetric about the middle is
\begin{equation}
u_1(x)=v_g\,\frac{\cosh[k(x-L/2)]}{\cosh(kL/2)}.
\end{equation}
The gate carries the charge opposite to that of the channel, apart from a constant. The current into the gate is therefore
\begin{equation}
I_g=i\omega CW\int_0^L u_1\,dx
=i\omega CW v_g\,\frac{2}{k}\tanh\frac{kL}{2}.
\end{equation}
Set $z=kL/2$. Then $z^2=i\omega L^2/(4D)$, which suggests the time $\tau$ below. Since $2/k=L/z$,
\begin{equation}
Y=\frac{I_g}{v_g}=i\omega C_t\,\frac{\tanh z}{z},\qquad
z=\sqrt{i\omega\tau},\quad \tau=\frac{L^2}{4D},\quad C_t=CWL.
\label{eq:Y}
\end{equation}
The ``diffusion rate'' is $1/\tau=4D/L^2$. The length in it is $L/2$, because charge enters from both ends.

\subsection*{The high-frequency limit}

For $\omega\tau\gg1$ the real part of $z$ is large and $\tanh z\to1$. Hence
\begin{equation}
Y\to\frac{i\omega C_t}{\sqrt{i\omega\tau}}
=C_t\sqrt{\frac{i\omega}{\tau}}
=CWL\,\frac{2\sqrt D}{L}\sqrt{i\omega}
=2W\sqrt{i\omega\sigma C},
\label{eq:limit}
\end{equation}
where the last step uses $D=\sigma/C$. Because $\sqrt i=e^{i\pi/4}$, the phase is $+45^\circ$, and the magnitude grows as $\sqrt\omega$. This is the required result. The length has dropped out.

The reason is visible near one end, where $u_1\simeq v_ge^{-kx}$. Writing $k=(1+i)/\delta$ gives $k^2=2i/\delta^2$, so
\begin{equation}
\delta=\sqrt{2D/\omega}.
\end{equation}
The signal charge sits within about $\delta$ of each end. One end contributes $\int_0^\infty e^{-kx}dx=1/k=\delta(1-i)/2$, and the two together give
\begin{equation}
Y\to 2i\omega CW\,\frac{\delta(1-i)}{2}=\omega CW\delta\,(1+i).
\end{equation}
Conductance and susceptance are equal. A higher frequency shrinks both the capacitance being charged and the resistance through which it is charged, so neither takes over. The factor $\omega\delta$ grows as $\sqrt\omega$.

\subsection*{The low-frequency limit}

Your series circuit is correct at the other end of the range, with a smaller resistor. For small $z$, $\tanh z/z=1-z^2/3+\dots$, so
\begin{equation}
\frac1Y=\frac{1}{i\omega C_t}\left(1+\frac{i\omega\tau}{3}+\dots\right)
=\frac1{i\omega C_t}+\frac{\tau}{3C_t}+\dots
\end{equation}
The resistance is
\begin{equation}
\frac{\tau}{3C_t}=\frac{L^2}{12D\,CWL}=\frac{L}{12\sigma W}=\frac{R_{ch}}{12},
\end{equation}
where $R_{ch}=L/(\sigma W)$ is the source-to-drain resistance. Keeping this circuit at high frequency means using the expansion where it no longer holds.

\subsection*{How fast the limit is reached}

Let $s=\sqrt{2\omega\tau}$, so that $z=(1+i)s/2$, $z+z^*=s$ and $z-z^*=is$. Multiplying the numerator and denominator of $\tanh z$ by $\cosh z^*$ and using the product formulas gives
\begin{equation}
\tanh z=\frac{\sinh z\cosh z^*}{|\cosh z|^2}
=\frac{\sinh s+i\sin s}{\cosh s+\cos s}.
\end{equation}
In equation~(\ref{eq:Y}) the factor $i$ contributes $90^\circ$ and $1/z$ contributes $-45^\circ$. Therefore
\begin{equation}
\arg Y=45^\circ+\arctan\frac{\sin s}{\sinh s}.
\label{eq:phase}
\end{equation}
Similarly $|\sinh z|^2=(\cosh s-\cos s)/2$ and $|\cosh z|^2=(\cosh s+\cos s)/2$, so
\begin{equation}
|Y|=C_t\sqrt{\frac{\omega}{\tau}}\,
\sqrt{\frac{\cosh s-\cos s}{\cosh s+\cos s}}.
\end{equation}
For the slope on a log-log plot, note that $s\propto\sqrt\omega$, hence $d/d\ln\omega=(s/2)\,d/ds$. Differentiating $\ln|Y|$ gives
\begin{align}
n\equiv\frac{d\ln|Y|}{d\ln\omega}
&=\frac12+\frac s4\left[\frac{\sinh s+\sin s}{\cosh s-\cos s}
-\frac{\sinh s-\sin s}{\cosh s+\cos s}\right]\nonumber\\
&=\frac12+\frac s2\,
\frac{\sinh s\cos s+\cosh s\sin s}{\cosh^2s-\cos^2s}.
\label{eq:slope}
\end{align}
The phase error falls as $e^{-s}$ and the slope error as $s\,e^{-s}$, both with an oscillating factor.

The phase first equals $45^\circ$ at $s=\pi$, or $\omega\tau=\pi^2/2\simeq4.93$. It then undershoots. The extremum of $\sin s/\sinh s$ satisfies $\cos s\sinh s=\sin s\cosh s$, or $\tan s=\tanh s$. The first root beyond $\pi$ is $s=3.927$, where the deviation is $-1.60^\circ$. Beyond $s=2\pi$ the ratio is smaller than $1/\sinh 2\pi\simeq0.004$, or about $0.2^\circ$, so $1.60^\circ$ is the largest deviation after the first crossing.

\subsection*{A numerical case}

Take a long silicon-on-insulator test transistor with a fully depleted film at 300~K with $L=W=10~\mu$m, a capacitance-equivalent thickness of 3.0~nm, $\mu=400$~cm$^2$/Vs and $V_{ov}=0.50$~V. These are rough typical values for such a device. Then
\begin{align}
C&=\frac{3.9\,\varepsilon_0}{3.0~\mathrm{nm}}=1.151~\mu\mathrm{F/cm^2},\qquad C_t=1.151~\mathrm{pF},\\
D&=400\times0.50=200~\mathrm{cm^2/s},\\
\tau&=\frac{(10^{-3}~\mathrm{cm})^2}{4\times200~\mathrm{cm^2/s}}=1.25~\mathrm{ns},\qquad \frac1{2\pi\tau}=127~\mathrm{MHz}.
\end{align}
The channel resistance is $4344~\Omega$, so the low-frequency series resistance is $4344/12=362~\Omega$. Equations~(\ref{eq:Y}) and~(\ref{eq:slope}) give:

\begin{center}
\begin{tabular}{rrrrr}
$f$ (GHz) & $\omega\tau$ & $|Y|$ (mS) & phase & slope $n$\\
0.01 & 0.079 & 0.072 & $88.5^\circ$ & 0.999\\
0.10 & 0.785 & 0.691 & $75.6^\circ$ & 0.913\\
0.30 & 2.36 & 1.61 & $55.8^\circ$ & 0.568\\
1.00 & 7.85 & 2.65 & $43.4^\circ$ & 0.394\\
3.00 & 23.6 & 4.46 & $45.1^\circ$ & 0.510\\
10.00 & 78.5 & 8.16 & $45.0^\circ$ & 0.500
\end{tabular}
\end{center}

The slope does not fall steadily from 1 to $1/2$. At 1~GHz, $s=\sqrt{2\times7.85}=3.96$, where $\sin s$ and $\cos s$ are both negative, so the second term of~(\ref{eq:slope}) is negative. A slope fitted around 1~GHz would miss the square-root law, although the phase is already within $2^\circ$ of its limit. At 10~GHz the limit~(\ref{eq:limit}) gives
\begin{equation}
|Y|=1.151\times10^{-12}\sqrt{\frac{2\pi\times10^{10}}{1.25\times10^{-9}}}~\mathrm{S}=8.16~\mathrm{mS},
\end{equation}
and $\delta=0.80~\mu$m, much less than the $5~\mu$m from an end to the middle.

To test the linearization, equation~(\ref{eq:nonlinear}) was integrated in time at 3~GHz on 80 cells, with a gate amplitude of 1\% of $V_{ov}$. The fundamental of the gate current gave 4.46~mS and $45.17^\circ$, a relative difference of $1.8\times10^{-3}$ from~(\ref{eq:Y}). Raising the amplitude to 20\% of $V_{ov}$ changed the admittance by 0.27\%.

\subsection*{Would a real transistor show it?}

Over a limited frequency range, yes, if the channel is long and couples only weakly to the body, as in the silicon-on-insulator device above when its buried oxide is thick. An ordinary bulk transistor is less favourable, because the depletion capacitance $C_d$ per area to the grounded body bypasses the channel. With the same gate insulator and a body doping of $10^{17}$~cm$^{-3}$, $C_d/C\simeq0.09$, and including it in the line, with a body contact of negligible resistance, gives a phase of about $58^\circ$ at 3~GHz and $65^\circ$ at 10~GHz. A body resistance of $84~\Omega$ would lower the 10~GHz value to about $55^\circ$, so a phase closer to $45^\circ$ in a bulk device need not come from the channel alone. With an ideal body contact, a longer channel does not help, since at fixed $\omega\tau$ the bypass and the channel admittance scale with $L$ in the same way.

In the silicon-on-insulator device, the elements left out shift the phase at 3~GHz, where $\omega=1.885\times10^{10}$~s$^{-1}$ and $|Y|=4.46$~mS. A small parallel capacitance $C_p$ raises the phase by about $\omega C_p\cos45^\circ/|Y|$. A small series resistance $R$ lowers it by about $R|Y|\sin45^\circ$. Adding each element separately to a finite-difference $RC$ network of the channel gives the following shifts.

\begin{itemize}
\item \emph{Back plane:} $+1.4^\circ$. This assumes a perfectly conducting grounded plane behind 400~nm of buried oxide, with 0.0075 of the gate capacitance.
\item \emph{Overlap:} $+1.0^\circ$ for 3~fF at each end. The estimate with $C_p=6$~fF is 0.018~rad, in agreement.
\item \emph{Contacts:} $-0.9^\circ$ for $10~\Omega$ at each end. The ends act in parallel, so $R=5~\Omega$ and the estimate is 0.016~rad.
\item \emph{Gate resistance:} $-0.3^\circ$ for $1.67~\Omega$, the value $R_sW/(3L)$ for a $5~\Omega$/square gate contacted along one side and charged uniformly. At high frequency the charge crowds toward the source and drain edges and the effective resistance is somewhat larger. A first-order estimate gives $-0.35^\circ$ at 3~GHz and lowers the 100~GHz phase quoted below by about $0.4^\circ$.
\item \emph{Carrier inertia:} $-0.02^\circ$. A momentum relaxation time $\tau_m=43$~fs changes $\sigma$ to $\sigma/(1+i\omega\tau_m)$, and $Y\propto\sqrt\sigma$ turns by $-\omega\tau_m/2$.
\end{itemize}

With all five present the phase is $46.3^\circ$ at 3~GHz, $47.0^\circ$ at 10~GHz and $49.3^\circ$ at 100~GHz, where the slope is 0.55. Part of this closeness to $45^\circ$ comes from cancellation between capacitances and resistances, so it depends on the values chosen. The thick buried oxide matters most. In the same model a 145~nm oxide gives about $49^\circ$ at 3~GHz and $51^\circ$ at 10~GHz. A 25~nm oxide, with 0.12 of the gate capacitance, gives about $62^\circ$ and $68^\circ$, farther from $45^\circ$ than the bulk example. For the complete device the $45^\circ$ law is an intermediate regime, not the final asymptote. In the equations, an overlap capacitance alone would eventually return the phase to $90^\circ$, because its admittance grows as $\omega$ and that of the channel only as $\sqrt\omega$. With the 6~fF used here the two become equal only near 5~THz, where carrier inertia is no longer small and the simple channel model fails.

Other omissions matter less for the phase. The oxide field is 1.7~MV/cm, well below the roughly 10~MV/cm at which good thin oxide breaks down. A rough barrier estimate puts the tunnelling conductance at about $3\times10^{-8}$ of $|Y|$ at 3~GHz. That figure is uncertain by more than a factor of ten, but it is small enough to neglect. The capacitance-equivalent thickness is 0.4\% of $\delta$ at 10~GHz, which supports the gradual-channel approximation. The finite density of states, estimated for one subband, makes up about 8\% of $1/C$. Since that part varies with bias, $\mu V_{ov}$ can be off by several per cent, or by about 10\% for some definitions of the threshold voltage. This moves the frequency scale, but the $45^\circ$ limit of the channel line itself remains as long as $\sigma$ and $C$ are uniform. At 400~K and the same overdrive, a rough mobility law multiplies $D$ by 0.65, which multiplies the high-frequency $|Y|$ by $\sqrt{0.65}\simeq0.81$.

The $10~\mu$m length is far from that of a scaled transistor. Reduce $L$ to 100~nm with everything else fixed, and $1/(2\pi\tau)$ rises by $10^4$ to about 1.3~THz. The channel capacitance falls to 11.5~fF, against 6~fF of overlap, and $\omega\tau_m$ is already about 0.35 at $\omega\tau=1$. The condition $\omega\tau\gg1$ then lies where this model fails, so no clean $45^\circ$ range should be expected. The numerical output below lists the values used for the $10~\mu$m silicon-on-insulator device.

\section*{Computed values}
\begin{verbatim}
L = 10.0 um, W = 10.0 um
capacitance-equivalent thickness = 3.0 nm
oxide = 2.5 nm, buried oxide = 400 nm
mobility = 400 cm2/Vs, overdrive = 0.50 V
temperature = 300 K, mass = 0.19 m_e
C per area = 1.151 uF/cm2, C W L = 1.151 pF
inversion charge = 0.576 uC/cm2
sheet conductance = 0.2302 mS, R_ch = 4344 ohm
D = 200.0 cm2/s, tau = 1.250 ns
1/tau = 8.000e+08 1/s, 1/(2 pi tau) = 127.3 MHz
low-frequency series resistance = 362.0 ohm
f (GHz) | w tau | |Y| (mS) | phase (deg) | log slope
0.01 | 0.079 | 0.0723 | 88.50 | 0.9990
0.10 | 0.785 | 0.6910 | 75.57 | 0.9133
0.30 | 2.356 | 1.6063 | 55.80 | 0.5684
1.00 | 7.854 | 2.6483 | 43.41 | 0.3936
3.00 | 23.562 | 4.4620 | 45.07 | 0.5099
10.00 | 78.540 | 8.1606 | 45.00 | 0.5000
limit law at 10 GHz: |Y| = 8.1607 mS
first 45 deg crossing: 0.628 GHz, w tau = 4.935
largest undershoot: -1.60 deg at 0.982 GHz
s at largest undershoot = 3.9266
penetration depth at 10 GHz = 0.798 um
signal at that depth / gate signal = 0.3679
time-domain Y at 3 GHz: 4.4620 mS, 45.17 deg
its relative difference from formula = 1.8e-03
change of Y for signal of 20% overdrive = 0.27 %
network: worst relative difference = 2.5e-06
network: shift from 2000 to 4000 cells = 7.4e-06
contact resistance per end = 10.0 ohm
overlap per end = 3.0 fF
gate sheet = 5.0 ohm/sq, gate resistance = 1.67 ohm
back-plane C / gate C = 0.0075
momentum relaxation time = 43.2 fs
phase shift at 3 GHz, back plane: +1.444 deg
phase shift at 3 GHz, overlap: +1.008 deg
phase shift at 3 GHz, contacts: -0.891 deg
phase shift at 3 GHz, gate resistance: -0.300 deg
phase shift at 3 GHz, inertia: -0.023 deg
all effects, 1 GHz: phase 44.13 deg, slope 0.404
all effects, 3 GHz: phase 46.26 deg, slope 0.521
all effects, 10 GHz: phase 47.02 deg, slope 0.520
all effects, 30 GHz: phase 48.07 deg, slope 0.533
all effects, 100 GHz: phase 49.33 deg, slope 0.552
oxide field = 1.67 MV/cm
tunnel current (rough) = 3e-05 A/cm2
tunnel conductance / |Y| at 3 GHz = 3e-08
density-of-states share of 1/C = 7.8 %
D at 400 K / D at 300 K (rough) = 0.65
equivalent thickness / depth at 10 GHz = 0.0038
\end{verbatim}
